# Massive Dirac model of monolayer MoS2 at the K valleys, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The Hamiltonian: symmetry, spin and lattice parameters

### What fails without the valley signs

Suppose a code describes both valleys of monolayer MoS2 by the same $2\times2$ Dirac matrix with a mass. The energies without spin are correct, so a band plot reveals nothing. The Berry curvature, however, then has the same sign in both valleys, and their contributions to the Hall response add in a crystal that has no magnetism. Both valleys also absorb the same circular polarization. If a spin splitting of fixed sign is added, the model breaks time reversal as a magnet would: holes at the valence edge have the same spin in both valleys, and a hole-doped crystal acquires a net spin. All three errors come from the relative signs of a few terms, and symmetry fixes those signs once the basis is stated.

The Hamiltonian to be implemented is

$$H_{\tau s}(\mathbf k)=at(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z-\lambda\tau s\,\frac{\sigma_z-1}{2}. \tag{1}$$

Here $\tau=+1$ labels the valley at $\mathbf K=(4\pi/3a,0)$ and $\tau=-1$ the valley at $-\mathbf K$. The wavevector $\mathbf k$ is measured from the valley centre, $a$ is the lattice constant, $t$ a coupling energy, $\Delta$ the gap without spin-orbit coupling, and $s=\pm1$ means spin up or down along the layer normal $z$. The Pauli matrices act on the ordered pair

$$|c\rangle=d_{z^2},\qquad |v_\tau\rangle=\frac{d_{x^2-y^2}+i\tau d_{xy}}{\sqrt2}. \tag{2}$$

Equation (1) is a single-particle model. It keeps terms of first order in $k$ and of first order in spin-orbit coupling.

### The symmetry of the valley centre

The metal atoms form a triangular lattice. The sulfur atoms lie in two planes, one directly above the other, on either side of the metal plane. The point group is D3h. An operation belongs to the group of the wavevector if it maps $\mathbf K$ to itself up to a reciprocal lattice vector. With reciprocal vectors $\mathbf b_1=(2\pi/a)(1,1/\sqrt3)$ and $\mathbf b_2=(2\pi/a)(0,2/\sqrt3)$, a rotation $C_3$ by $120^\circ$ gives

$$C_3\mathbf K-\mathbf K=\frac{4\pi}{3a}\left(-\frac32,\frac{\sqrt3}{2}\right)=\mathbf b_2-\mathbf b_1,$$

so $C_3$ qualifies. The horizontal mirror $z\to-z$ leaves every in-plane wavevector unchanged. The vertical mirror $x\to-x$ and the in-plane twofold axis along $y$ both send $\mathbf K$ to $-\mathbf K$, which is a different point; their rotated copies do the same up to a reciprocal vector. What remains is C3h, generated by $C_3$ and the horizontal mirror.

Let $d_m$ be a metal d orbital with angular dependence $e^{im\varphi}$ about $z$. Rotating it by $120^\circ$ multiplies it by $e^{-2\pi im/3}$. In the Bloch sum

$$\psi_m(\mathbf r)=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}d_m(\mathbf r-\mathbf R)$$

the rotation about a metal site moves the orbital at $\mathbf R$ to $C_3\mathbf R$. Its coefficient is unchanged by the move, because $\mathbf K\cdot\mathbf R=C_3\mathbf K\cdot C_3\mathbf R$, and this equals $\mathbf K\cdot C_3\mathbf R$ up to a multiple of $2\pi$. The whole Bloch sum therefore has the eigenvalue of its orbital,

$$D_m=e^{-2\pi im/3}. \tag{3}$$

Under $z\to-z$ a d orbital has parity $(-1)^m$. The even orbitals are $m=0,2,-2$. With $\omega=e^{2\pi i/3}$ and $\omega^*=\omega^2$, their $C_3$ eigenvalues are $1$, $\omega$ and $\omega^*$. All three differ, so $C_3$ forbids any mixing among them at $\mathbf K$.

Symmetry does not say which of these states border the gap. That the conduction edge is $d_{z^2}$ and the valence edge is one of $d_{\pm2}$ is an input about the material. The name $\mathbf K$ is then given to the valley where the valence state is $d_{+2}$; rotating the crystal by $180^\circ$ exchanges the two valleys. Real band-edge states also contain sulfur orbitals. The argument for the terms linear in $k$ uses nothing but the symmetry labels and remains valid for such states. The pure metal character in (2) is an additional assumption that matters for spin-orbit coupling.

### Terms linear in the wavevector

Take the states at $\mathbf K$, multiplied by $e^{i\mathbf k\cdot\mathbf r}$, as a basis near $\mathbf K$, and let $\hat H$ be the crystal Hamiltonian. Then

$$H_{mn}(\mathbf k)=\langle m|e^{-i\mathbf k\cdot\mathbf r}\hat He^{i\mathbf k\cdot\mathbf r}|n\rangle.$$

The rotation operator $U$ commutes with $\hat H$ and obeys $Ue^{i\mathbf k\cdot\mathbf r}|n\rangle=D_ne^{i(C_3\mathbf k)\cdot\mathbf r}|n\rangle$. Replacing $\hat H$ by $U^\dagger\hat HU$ in the matrix element gives $H_{mn}(\mathbf k)=D_m^*D_nH_{mn}(C_3\mathbf k)$, or

$$H_{mn}(C_3\mathbf k)=D_mD_n^*H_{mn}(\mathbf k). \tag{4}$$

Define $k_\pm=k_x\pm ik_y$. Under $C_3$ these become $\omega k_+$ and $\omega^*k_-$. Any linear matrix element has the form $\alpha k_++\beta k_-$, and (4) demands

$$\alpha\omega k_++\beta\omega^*k_-=D_mD_n^*(\alpha k_++\beta k_-).$$

For a diagonal element $D_nD_n^*=1$, which is neither $\omega$ nor $\omega^*$, so $\alpha=\beta=0$. Each band therefore has zero slope at $\mathbf K$. For the element between $c$ and $v$, $D_cD_v^*=\omega^*$. This forces $\alpha=0$ and leaves $\beta$ free. One complex number survives, that is, two real parameters out of the eight in a general linear Hermitian $2\times2$ matrix.

The phase of $\beta$ can be absorbed in the phase of $|v\rangle$, so we set $\beta=at$ with $t>0$. Then $H_{cv}=at(k_x-ik_y)$, which is the upper right element of $at(k_x\sigma_x+k_y\sigma_y)$. At $\mathbf k=0$ the matrix is diagonal with energies $E_c$ and $E_v$. Measured from their midpoint it is $(\Delta/2)\sigma_z$, with $\Delta=E_c-E_v$.

The other valley follows from time reversal. Without spin, $\hat H$ is real, and the states at $-\mathbf K$ are the complex conjugates of those at $\mathbf K$. Conjugation turns $d_{+2}$ into $d_{-2}$, as in (2), and also reverses the sign of $\mathbf k$ in the plane-wave factor:

$$H_-(\mathbf k)=H_+(-\mathbf k)^*. \tag{5}$$

Because $\sigma_x^*=\sigma_x$ and $\sigma_y^*=-\sigma_y$, the right side contains $-k_x\sigma_x+k_y\sigma_y$. This is the origin of the factor $\tau$ on the first term of (1) and its absence from the second. The mass term has the same sign in both valleys because $c$ stays above $v$.

### Spin-orbit coupling

Take an atomic coupling $\zeta\,\mathbf L\cdot\mathbf S$ on the metal, with both angular momenta in units of $\hbar$:

$$\zeta\,\mathbf L\cdot\mathbf S=\zeta L_zS_z+\frac{\zeta}{2}(L_+S_-+L_-S_+). \tag{6}$$

The operators $L_\pm$ change $m$ by one and so turn a mirror-even orbital into a mirror-odd one. Between the even states only $L_zS_z$ has matrix elements. It vanishes for $d_{z^2}$. For $v_\tau$, $L_z=2\tau$ and $S_z=s/2$, which gives the energy shift $\zeta\tau s$. Writing $\lambda=\zeta$ and using the projector $(1-\sigma_z)/2$ on $v$, the coupling becomes $\lambda\tau s(1-\sigma_z)/2$, the last term of (1).

The valence splitting is therefore

$$E_v(\uparrow)-E_v(\downarrow)=2\lambda\tau. \tag{7}$$

Time reversal flips both $\tau$ and $s$ and preserves their product, so the locking of spin to valley is compatible with a nonmagnetic crystal. The splitting itself is allowed because the layer has no inversion centre: inversion would map $\mathbf K$ to $-\mathbf K$ without flipping spin, and together with time reversal it would make the two spins degenerate.

The absence of a conduction splitting has a weaker basis. At first order it follows from $L_z=0$ in a pure $d_{z^2}$ state. No element of C3h reverses $L_z$, so a conduction state with sulfur admixture may have a nonzero orbital moment and split at first order. Even in the pure d model, a splitting appears at second order through the odd orbitals. Let $E_1$ and $E_{-1}$ be the energies of $d_{+1}$ and $d_{-1}$ at $\mathbf K$. From

$$L_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle$$

the state $|0\uparrow\rangle$ couples to $|1\downarrow\rangle$, and $|0\downarrow\rangle$ couples to $|-1\uparrow\rangle$. Both amplitudes are $\sqrt6\,\zeta/2$, whose square is $3\zeta^2/2$. The difference of the two second-order shifts is

$$E_c(\uparrow)-E_c(\downarrow)=\frac{3\zeta^2}{2}\left[\frac1{E_c-E_1}-\frac1{E_c-E_{-1}}\right]. \tag{8}$$

In the valence band, $|2\uparrow\rangle$ has no partner: $L_+$ cannot raise $m=2$, and $S_+$ cannot raise an up spin. The state $|2\downarrow\rangle$ couples to $|1\uparrow\rangle$ with amplitude $(\zeta/2)\sqrt{6-2}=\zeta$. To second order the splitting at $\mathbf K$ is therefore $2\zeta-\zeta^2/(E_v-E_1)$.

### Parameters from a lattice

A three-orbital lattice supplies an example whose Dirac parameters can be calculated. The basis is $(d_{z^2},d_{xy},d_{x^2-y^2})$ with onsite energies $e_1,e_2,e_2$. Let $E(\mathbf R)$ be the real matrix of hoppings to a neighbour at $\mathbf R$. Hermiticity requires $E(-\mathbf R)=E(\mathbf R)^T$. For the bond $\mathbf R_0=(a,0)$, the mirror $x\to-x$ reverses the bond and the sign of $d_{xy}$. With $M=\mathrm{diag}(1,-1,1)$ this means $E(\mathbf R_0)^T=ME(\mathbf R_0)M$: elements that involve $d_{xy}$ once are antisymmetric and the others symmetric. Hence

$$E(\mathbf R_0)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}. \tag{9}$$

The bonds $\mathbf R_j=a(\cos\theta_j,\sin\theta_j)$, with $\theta_j=2\pi j/3$ and $j=0,1,2$, have hoppings $E_j$ obtained by rotating both orbitals, so that

$$\langle m|E_j|n\rangle=(D_mD_n^*)^j\langle m|E_0|n\rangle.$$

At $\mathbf K$ all three carry the phase $e^{4\pi i/3}=\omega^*$, and the reverse bonds carry $\omega$. In a diagonal element the rotation factors equal one, so the three bonds contribute equally:

$$E_m=e_m+3\left(\omega^*\langle m|E_0|m\rangle+\omega\langle m|E_0^T|m\rangle\right),$$

where $e_m$ is the onsite energy. For $d_{z^2}$ the element is $t_0$. The state $d_{+2}$ has components $(0,i,1)/\sqrt2$, and multiplying out gives

$$\langle2|E_0|2\rangle=\frac{t_{11}+t_{22}}2-it_{12},$$

with the opposite sign of $i$ for the transpose. Using $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$,

$$E_c=e_1-3t_0,\qquad E_v=e_2-\frac32(t_{11}+t_{22})-3\sqrt3\,t_{12}. \tag{10}$$

The third state $w=d_{-2}$ has the energy $E_w$ obtained by reversing the sign of $t_{12}$. A positive $t_{12}$ thus places $d_{+2}$ below $d_{-2}$ at $\mathbf K$.

For the linear coupling, differentiate the Bloch phases:

$$\langle c|\partial_\alpha H|v\rangle=\sum_j iR_{j\alpha}\,\omega^{-j}\left[\omega^*\frac{t_2+it_1}{\sqrt2}-\omega\frac{t_2-it_1}{\sqrt2}\right].$$

The factor $\omega^{-j}$ is $(D_cD_v^*)^j$, and the minus sign comes from the reversed bond vector. The bracket equals $-i(t_1+\sqrt3t_2)/\sqrt2$. The geometric sums are $\sum_j\cos\theta_j\,\omega^{-j}=3/2$ and $\sum_j\sin\theta_j\,\omega^{-j}=-3i/2$. The $x$ derivative is therefore real, and the $y$ derivative is $-i$ times it, as $H_{cv}=at(k_x-ik_y)$ requires, with

$$t=\frac{3(t_1+\sqrt3\,t_2)}{2\sqrt2}. \tag{11}$$

### Numbers for a model crystal

The following round parameters belong to no particular material: $a=0.3$ nm, $e_1=1.0$, $e_2=1.8$, $t_0=-0.2$, $t_1=0.3$, $t_2=0.4$, $t_{11}=0.2$, $t_{12}=0.3$, $t_{22}=0$ and $\zeta=0.1$, all energies in eV. Equation (10) gives

$$E_c=1.0+0.6=1.6\ \mathrm{eV},\qquad E_v=1.8-0.3-1.5588=-0.0588\ \mathrm{eV},$$

so $\Delta=1.6588$ eV, while $E_w=3.0588$ eV. Equation (11) gives $t=3(0.3+0.6928)/2.8284=1.053$ eV and $at=0.3159$ eV nm. The corresponding velocity is $at/\hbar=4.80\times10^5$ m/s. On the sampled mesh of the Brillouin zone, the valence maximum and the conduction minimum both lie at the valley centres.

The valence splitting $E(\uparrow)-E(\downarrow)$ is $+0.2$ eV at $\mathbf K$ and $-0.2$ eV at $-\mathbf K$. To see the second-order terms, place the odd levels at $E_1=3$ eV and $E_{-1}=4$ eV. Equation (8) then gives

$$0.015\left(\frac1{-1.4}-\frac1{-2.4}\right)=-0.00446\ \mathrm{eV}$$

for the conduction splitting, and diagonalizing the full d shell gives $-0.00466$ eV. The full valence splitting is $0.2031$ eV, against $0.2$ eV at first order. For these levels, omitting the conduction splitting is an error of about 5 meV, which matters if the conduction spin order is of interest.

## Part 2. Curvature, optical selection and the limits of the model

### Symbols and results carried over

The valley index is $\tau=\pm1$ for $\pm\mathbf K$, the spin index is $s=\pm1$, and $\mathbf k$ is measured from the valley centre. In the basis $c=d_{z^2}$, $v_\tau=d_{2\tau}$, the Hamiltonian is

$$H_{\tau s}=at(\tau k_x\sigma_x+k_y\sigma_y)+\frac\Delta2\sigma_z-\lambda\tau s\frac{\sigma_z-1}{2}. \tag{12}$$

At $\mathbf K$ a state of orbital label $m$ has the $C_3$ eigenvalue $e^{-2\pi im/3}$. The third mirror-even state there is $w=d_{-2}$. The lattice example has $a=0.3$ nm, $at=0.3159$ eV nm, $\Delta=1.6588$ eV and $\lambda=0.1$ eV, with levels $E_v=-0.0588$, $E_c=1.6$ and $E_w=3.0588$ eV. Its hoppings are $t_0=-0.2$, $t_1=0.3$, $t_2=0.4$, $t_{11}=0.2$, $t_{12}=0.3$ and $t_{22}=0$ eV.

### Energies

Collecting the terms with $\sigma_z$ and those with the unit matrix gives

$$H_{\tau s}=\frac{\tau s\lambda}{2}+\frac{\Delta'}2\sigma_z+at(\tau k_x\sigma_x+k_y\sigma_y),\qquad \Delta'=\Delta-\tau s\lambda.$$

Different Pauli matrices anticommute, so the square of the part without the unit matrix is $(\Delta'^2+4a^2t^2k^2)/4$. The energies are

$$E_\pm=\frac{\tau s\lambda}{2}\pm\frac{\mathcal R}{2},\qquad \mathcal R=\sqrt{\Delta'^2+4a^2t^2k^2}. \tag{13}$$

At $k=0$ the upper energy is $\Delta/2$ for both spins, and the splitting lies entirely in the valence band. In the example the gap at $\mathbf K$ is $1.5588$ eV for spin up and $1.7588$ eV for spin down. At $-\mathbf K$ the spins are exchanged.

It is useful to define an angle by $\cos\theta=\Delta'/\mathcal R$. It is zero at the valley centre and grows as the two orbitals mix.

Symmetry and time reversal have fixed the valley signs of the Dirac Hamiltonian, and a lattice example has supplied its parameters and energies. What remains is to derive the Berry curvature and the optical selection rule, and to find where the two-band linear model fails.
